# Doppler width of an infrared line of a heavy precursor vapour

## Definitions and conventions

The wavenumber of light is $\tilde\nu=1/\lambda=f/c$, where $\lambda$ is the wavelength in vacuum, $f$ the frequency and $c$ the speed of light. It is given here in cm$^{-1}$. A **line** is a transition between one rotational-vibrational level and another. A **band** is the collection of all lines that belong to one vibrational excitation. The Doppler width of 0.0018 cm$^{-1}$ belongs to each line. The band is thousands of times wider, for a reason worked out below.

All widths are full widths at half maximum: the distance between the two points where the absorption has half its peak value. The line centre for a molecule at rest is $\tilde\nu_0=2000$ cm$^{-1}$, the molar mass is $M=200$ g/mol, and the temperature is $T=300$ K. The mass of one molecule is $m=M/N_A$, with $N_A$ the Avogadro constant, and $k$ is the Boltzmann constant.

The vapour is a dilute gas in thermal equilibrium without bulk flow. One weak light beam crosses it, so the light does not disturb the velocity distribution. The velocity component of a molecule along the beam is $u$, positive when the molecule travels in the same direction as the light.

## Back-of-envelope estimate

Equipartition assigns the energy $kT/2$ to motion along the beam:

$$\tfrac12 m\langle u^2\rangle=\tfrac12 kT,\qquad \sigma_u=\sqrt{\langle u^2\rangle}=\sqrt{kT/m}.$$

For a molecule of $3.32\times10^{-25}$ kg at 300 K this is about 112 m/s. The Doppler effect shifts a line by the fraction $u/c$, here about $3.725\times10^{-7}$. On 2000 cm$^{-1}$ the typical shift is therefore $7.45\times10^{-4}$ cm$^{-1}$. Molecules move both ways, so the line extends about this far on each side, and its full width is near $0.0015$ cm$^{-1}$.

The estimate settles the order of magnitude and the dependence on $\tilde\nu_0$, $T$ and $m$. It leaves open the numerical factor, since "twice the typical shift" is not the width at half maximum.

## Controlled derivation

**The shift for one molecule.** Wave crests a distance $\lambda$ apart travel at speed $c$. A molecule moving with the light at speed $u$ is overtaken by crests at the relative speed $c-u$, so it meets them at the rate $(c-u)/\lambda=f(1-u/c)$. Relativity adds time dilation: the molecule's clock runs slow by $\gamma=1/\sqrt{1-v^2/c^2}$, where $v$ is its total speed, so it counts

$$f'=\gamma f\left(1-\frac uc\right).$$

Absorption requires $f'=f_0$, the frequency absorbed at rest. Solving for the laboratory frequency, dividing by $c$ to obtain wavenumbers, and expanding to second order gives

$$\tilde\nu=\frac{\tilde\nu_0}{\gamma(1-u/c)}\approx\tilde\nu_0\left(1+\frac uc+\frac{u^2}{c^2}-\frac{v^2}{2c^2}\right).$$

The sign of the first-order term makes sense: a molecule running away from the source sees the light shifted down, so the source must be tuned up.

The thermal averages $\langle u^2\rangle=kT/m$ and $\langle v^2\rangle=3kT/m$ show that the second-order terms shift the line on average by $-\tfrac12\tilde\nu_0kT/(mc^2)$. The scale $\tilde\nu_0kT/(mc^2)$ is $2.8\times10^{-10}$ cm$^{-1}$, over a million times smaller than the first-order width. Hence we keep

$$\tilde\nu=\tilde\nu_0\left(1+\frac uc\right).$$

**The distribution of $u$.** Let $a=m/(2kT)$. The Maxwell distribution of speeds is

$$F(v)=4\pi\left(\frac a\pi\right)^{3/2}v^2e^{-av^2}.$$

All directions are equally likely. The cosine of the angle to the beam is then uniform between $-1$ and $1$, so for a given speed $v$ the component $u$ is uniform between $-v$ and $v$, with density $1/(2v)$. Only molecules with $v\ge|u|$ can have the component $u$. Therefore

$$g(u)=\int_{|u|}^{\infty}\frac{F(v)}{2v}\,dv
=2\pi\left(\frac a\pi\right)^{3/2}\int_{|u|}^{\infty}v\,e^{-av^2}dv.$$

The last integral is $e^{-au^2}/(2a)$, because the derivative of $-e^{-av^2}/(2a)$ is $ve^{-av^2}$. Collecting factors,

$$g(u)=\frac{\pi}{a}\left(\frac a\pi\right)^{3/2}e^{-au^2}
=\sqrt{\frac{m}{2\pi kT}}\;e^{-mu^2/(2kT)}.$$

This is a Gaussian with standard deviation $\sigma_u=\sqrt{kT/m}$, in agreement with equipartition.

**From velocity to wavenumber.** Every molecule absorbs equally strongly at its own shifted position, and for now each contribution is taken as infinitely narrow. The line shape $S(\tilde\nu)$ then counts molecules per interval of wavenumber. From $u=c(\tilde\nu-\tilde\nu_0)/\tilde\nu_0$ follows $du/d\tilde\nu=c/\tilde\nu_0$, and

$$S(\tilde\nu)=g(u)\frac{du}{d\tilde\nu}
=\frac{c}{\tilde\nu_0}\sqrt{\frac{m}{2\pi kT}}\,
\exp\left[-\frac{mc^2(\tilde\nu-\tilde\nu_0)^2}{2kT\,\tilde\nu_0^2}\right].$$

**Half height.** Let $\delta$ be the distance from the centre at which the exponential equals $1/2$. Taking the logarithm,

$$\frac{mc^2\delta^2}{2kT\tilde\nu_0^2}=\ln2
\quad\Rightarrow\quad
\delta=\tilde\nu_0\sqrt{\frac{2kT\ln2}{mc^2}}.$$

The full width is $2\delta$. Taking the factor 2 under the root turns the 2 there into 8:

$$\boxed{\Delta\tilde\nu_D=\tilde\nu_0\sqrt{\frac{8kT\ln2}{mc^2}}}$$

## The numbers

The mass of one molecule is $m=0.200/N_A=3.3211\times10^{-25}$ kg. The two energies in the formula are

$$kT=4.1419\times10^{-21}\ \text{J},\qquad mc^2=2.9848\times10^{-8}\ \text{J}.$$

Their ratio is $1.3877\times10^{-13}$, and $8\ln2=5.545$. Hence

$$\frac{\Delta\tilde\nu_D}{\tilde\nu_0}=\sqrt{5.545\times1.3877\times10^{-13}}=8.772\times10^{-7},$$

$$\Delta\tilde\nu_D=2000\times8.772\times10^{-7}=0.001754\ \text{cm}^{-1}\approx0.0018\ \text{cm}^{-1}.$$

In frequency units the width is 52.6 MHz.

A numerical projection of the three-dimensional speed distribution, combined with the relativistic shift for motion along the beam, puts half height at $u=131.49$ m/s and gives the same width, 0.001754 cm$^{-1}$.

## Comparison of estimate and derivation

The estimate used $2\sigma_u/c$. The derivation replaces the 2 by $\sqrt{8\ln2}=2.355$, because a Gaussian falls to half height at 1.177 standard deviations, not at one. The estimate is thus 15 percent below the derived width.

Both routes give a width proportional to $\tilde\nu_0\sqrt{T/M}$. With mass and wavenumber held fixed, heating the vapour from 300 K to 400 K multiplies the width by $\sqrt{4/3}=1.155$ and gives 0.00203 cm$^{-1}$. A heated delivery line therefore changes the result little.

The mass in the formula is that of the whole molecule, even if the vibration is a stretch of one CO group. The Doppler shift comes from the phase that builds up as a molecule travels through the wave. Internal motion moves the atoms by less than the molecular size, under 1 nm, while the wavelength is 5 µm; it builds up no such phase. Inserting the reduced mass of CO, $12\times16/28=6.857$ g/mol, would give 0.0095 cm$^{-1}$, too large by the factor $\sqrt{200/6.857}=5.4$.

## When the upper level is short-lived

The derivation took each molecule's own line as infinitely narrow. Suppose instead that the oscillating dipole loses its phase memory as $e^{-\Gamma t}$. At an angular-frequency offset $\Delta$ from the centre the absorption is proportional to

$$\int_0^\infty e^{-\Gamma t}\cos(\Delta t)\,dt=\frac{\Gamma}{\Gamma^2+\Delta^2}.$$

This Lorentzian has its peak value $1/\Gamma$ at $\Delta=0$ and half of it at $\Delta=\pm\Gamma$. Its full width is $2\Gamma$ in angular frequency, or $2\Gamma/(2\pi)=\Gamma/\pi$ in hertz.

If the population of the upper level decays as $e^{-t/\tau}$, its amplitude decays as $e^{-t/(2\tau)}$, since population is the square of amplitude. With a long-lived lower level, $\Gamma=1/(2\tau)$ and the lifetime width is

$$\Delta f_\tau=\frac{1}{2\pi\tau}.$$

It equals the Doppler width when

$$\tau=\frac{1}{2\pi\times52.6\times10^6\ \text{s}^{-1}}=3.0\ \text{ns}.$$

The Doppler formula gives nearly the full width only if the upper level lives much longer than this, which is not guaranteed. A large molecule has many combinations of low-frequency vibrations close in energy to an excited CO stretch, and the energy may leak into them within nanoseconds or faster. For a trial lifetime of 1 ns the lifetime width alone is 0.0053 cm$^{-1}$, three times the Doppler width.

When the decay does not depend on velocity, every velocity class carries the same Lorentzian, and the total line is the Gaussian convolved with it, a Voigt profile. For the trial lifetime its full width is 0.0059 cm$^{-1}$. This is less than the sum of the two widths, 0.0071 cm$^{-1}$, and more than the root of the sum of their squares, 0.0056 cm$^{-1}$.

The Doppler width is therefore the thermal contribution to the line, and it is close to the full width if the upper level lives much longer than 3 ns and the pressure is low.

## When the pressure is not low

Treat the molecules as hard spheres of diameter $d$, and let each collision erase the phase of the dipole completely. If collisions occur at random with rate $Z$, the chance of having had none after time $t$ is $e^{-Zt}$, so $\Gamma=Z$ and the collision width is $Z/\pi$ in hertz.

The mean speed follows from the Maxwell distribution, using $\int_0^\infty v^3e^{-av^2}dv=1/(2a^2)$:

$$\bar v=\int_0^\infty vF(v)\,dv=4\pi\left(\frac a\pi\right)^{3/2}\frac1{2a^2}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}}=178\ \text{m/s}.$$

The velocity difference of two independent molecules has twice the variance in each component, so their mean relative speed is $\sqrt2\,\bar v$. Two spheres touch when their centres come within $d$, which makes the target area $\pi d^2$. With number density $n=p/(kT)$ at pressure $p$,

$$Z=\sqrt2\,\pi d^2\,\bar v\,n.$$

Take pure vapour at 1 Torr and $d=0.7$ nm. Then $n=3.22\times10^{22}$ m$^{-3}$ and

$$Z=1.414\times(1.539\times10^{-18}\ \text{m}^2)\times(178.2\ \text{m/s})\times(3.219\times10^{22}\ \text{m}^{-3})=1.25\times10^7\ \text{s}^{-1}.$$

The collision width $Z/\pi$ is 4.0 MHz, or $1.3\times10^{-4}$ cm$^{-1}$. Combined with the Doppler width in a Voigt profile it gives 0.00183 cm$^{-1}$, an increase of 4 percent. This assigns the mean collision rate to every molecule. In fact faster hard spheres collide more often than slow ones, which makes the increase smaller, so the 4 percent is only a rough figure.

The collision width grows in proportion to pressure at fixed temperature and reaches the Doppler width at 13 Torr. Molecules can also disturb each other's phase without touching. If this makes the effective cross section five times larger, the two widths are equal already at 2.6 Torr.

Collisions also change velocities. The Doppler profile assumes that a molecule keeps its velocity long enough for the phase $2\pi ut/\lambda$ to build up, which means that it flies freely over many times $\lambda/(2\pi)$. Here the mean free path is $\bar v/Z=14.3$ µm and $\lambda/(2\pi)=0.80$ µm. The ratio is 18, so the assumption holds approximately at 1 Torr. Collisions that change the velocity but leave the phase intact would still narrow the line by a few percent, an effect comparable in size to the collision broadening found above.

The recoil from the absorbed photon is negligible. A molecule at rest takes up the photon momentum $E/c$ and hence the kinetic energy $E^2/(2mc^2)$, which the photon must supply in addition to the transition energy. On the wavenumber scale this shifts the line by $1.3\times10^{-9}$ cm$^{-1}$.

## Why the band is so much wider

Consider a spherical top, a molecule with three equal moments of inertia. Its rotational energies, as wavenumbers, are $BJ(J+1)$, where $J=0,1,2,\dots$ and $B$ is the rotational constant. Let $B$ be the same in both vibrational states, and neglect the Coriolis coupling between vibration and rotation. For $J\to J+1$ (the R branch) the line lies at

$$\tilde\nu_0+B(J+1)(J+2)-BJ(J+1)=\tilde\nu_0+2B(J+1),$$

and for $J\to J-1$ (the P branch) at

$$\tilde\nu_0+B(J-1)J-BJ(J+1)=\tilde\nu_0-2BJ.$$

Neighbouring lines within either of these branches are $2B$ apart. Transitions with $J\to J$ (the Q branch) leave the rotational energy unchanged, so in this model they all coincide at $\tilde\nu_0$.

A spherical-top level has $(2J+1)^2$ states. Write $\kappa=kT/(hc)$ for the thermal energy as a wavenumber, with $h$ the Planck constant. For large $J$ the population, and with it the line strength, varies as $J^2e^{-BJ^2/\kappa}$. Setting the derivative of its logarithm to zero,

$$\frac2J-\frac{2BJ}{\kappa}=0\quad\Rightarrow\quad J_*=\sqrt{\kappa/B}.$$

The strongest P and R lines lie about $2BJ_*$ on either side of the centre, so their separation is

$$4BJ_*=4\sqrt{B\kappa}.$$

With $B=0.03$ cm$^{-1}$ and $\kappa=208.5$ cm$^{-1}$ this gives $J_*\approx83$ and a separation of 10.0 cm$^{-1}$. A list of the individual lines with their strengths gives 10.02 cm$^{-1}$; the positions in that list are spaced by 0.06 cm$^{-1}$, so the two agree within one spacing. The separation is about 5700 Doppler widths.

In this model the line spacing in the P and R branches is 34 Doppler widths, so the lines of these branches would stand clear of one another. Soft vibrations spoil this picture. For a harmonic mode of wavenumber $w$ the populations fall by the factor $q=e^{-w/\kappa}$ from each level to the next, and their sum is $1+q+q^2+\dots=1/(1-q)$. The share in the lowest level is thus $1-q$. For $w=100$ cm$^{-1}$ it is 0.381. With five such modes the share of molecules with no quantum in any of them is

$$0.381^5\approx0.8\ \text{percent}.$$

The other 99 percent absorb from thermally excited states. If the CO stretch shifts slightly with each soft quantum, as anharmonic coupling generally makes it do, each of these states contributes its own displaced set of lines. One should then expect heavy overlap at 300 K, although this model does not calculate it.

## Beside a real precursor

The molar mass, the line position and the rotational constant are rough typical values for a volatile metal carbonyl such as iron pentacarbonyl, with a molar mass near 200 g/mol and CO stretches near 2000 cm$^{-1}$. The real molecule is a symmetric top, not a spherical one, which leaves the Doppler formula unchanged but removes the clear line spacing found above. Its rotational energies are $BJ(J+1)+(A-B)K^2$, where $K$ is the quantum number for rotation about the symmetry axis, and its geometry gives $A\approx0.031$ and $B\approx0.027$ cm$^{-1}$. In a band polarised perpendicular to the axis $K$ changes by one. Without Coriolis coupling, the step $K\to K+1$ displaces a whole series of lines by $(A-B)(2K+1)$. Dozens of $K$ values are populated at 300 K, so each gap of $2B$ holds dozens of lines, roughly one Doppler width apart, even for molecules with no soft quantum. The molecule also has seven bending modes near 100 cm$^{-1}$ instead of five, and further modes of a few hundred cm$^{-1}$, so its vibrational ground share is well below 0.8 percent. The chosen 1 Torr suits a low-pressure process and lies far below the room-temperature vapour pressure of this compound, which is roughly 30 Torr. In undiluted saturated vapour the hard-sphere collision width would be about $30\times1.33\times10^{-4}=0.004$ cm$^{-1}$, more than twice the Doppler width. In a carrier gas, the collision partners and the total pressure set that width instead. Even at low pressure the assumption of a long-lived upper level may fail: a lifetime of 1 ns would raise the line width from 0.0018 to 0.0059 cm$^{-1}$.

For gas monitoring the consequence depends on the instrument. A spectrometer with a resolution of 0.5 cm$^{-1}$ is about 285 times too coarse to show the Doppler width and records the band envelope. A narrow laser could resolve a line of this width, provided that the line is isolated. Cooling the vapour, for instance in an expanding jet, would empty the soft modes, reduce the range of populated $J$ and $K$, and so thin out the overlapping lines; the Doppler formula then applies with the temperature of the motion along the beam, provided that the flow itself adds no spread of velocities in that direction.

The values used here are collected in the numerical output.

## Calculated quantities

```
Line wavenumber: 2000 cm^-1
Molar mass: 200 g/mol
Temperature: 300 K
Mass of one molecule: 3.3211e-25 kg
Thermal energy kT: 4.1419e-21 J
Rest energy m c^2: 2.9848e-08 J
Standard deviation of u: 111.68 m/s
Half-height u, numerical projection: 131.49 m/s
Relative Doppler FWHM: 8.7720e-07
Standard deviation of line: 7.450e-04 cm^-1
Doppler FWHM, formula: 0.001754 cm^-1
Doppler FWHM, numerical: 0.001754 cm^-1
Doppler FWHM: 52.60 MHz
Doppler FWHM at 400 K: 0.002026 cm^-1
CO reduced mass (wrong choice): 6.857 g/mol
FWHM with that wrong mass: 0.00947 cm^-1
Lifetime giving equal width: 3.03 ns
Trial lifetime: 1.0 ns
Lifetime FWHM for trial: 0.00531 cm^-1
Voigt FWHM, Doppler and trial lifetime: 0.00587 cm^-1
Pressure: 1.0 Torr
Collision diameter: 0.7 nm
Number density: 3.219e+22 m^-3
Mean speed: 178.2 m/s
Sampled relative/mean speed: 1.4141
Collision rate: 1.249e+07 s^-1
Collision FWHM: 1.33e-04 cm^-1
Collision FWHM, 5x cross section: 6.63e-04 cm^-1
Voigt FWHM, Doppler and collisions: 0.001826 cm^-1
Pressure for equal widths: 13.2 Torr
Same, 5x cross section: 2.6 Torr
Mean free path: 14.3 um
Wavelength: 5.00 um
Wavelength/(2 pi): 0.796 um
Recoil shift: 1.33e-09 cm^-1
Second-order Doppler scale: 2.78e-10 cm^-1
Rotational constant B: 0.03 cm^-1
kT/(hc): 208.51 cm^-1
Line spacing 2B: 0.06 cm^-1
P-R separation, formula: 10.00 cm^-1
P-R separation, explicit lines: 10.02 cm^-1
P-R separation / Doppler FWHM: 5702
Soft modes: 5 at 100 cm^-1
Ground share, one soft mode: 0.381
Ground share, all soft modes: 0.80 percent
```
